# Subtractive embedding of adsorption energies: convergence with cluster size and termination

Let $E_L$ and $E_H$ be the adsorption energies of one molecule at a low and a high level of theory, negative for binding, and let $D=E_H-E_L$. Subtractive embedding estimates the high-level energy on an extended surface as

$$E_{\rm hyb}=E_L^{\rm per}+D^{\rm cl},\qquad E_{\rm hyb}-E_H^{\rm per}=D^{\rm cl}-D^{\rm per}.$$

The second equation follows on inserting $E_H^{\rm per}=E_L^{\rm per}+D^{\rm per}$. The cluster need not reproduce the adsorption energy, but it must reproduce the correction. In the insulating model below it does so for three different terminations, at different speeds. The limit is the correction for an isolated molecule; finite coverage needs a further term.

## A nine-site cluster by hand

Take a square layer of alternating cations and anions and put a polar molecule upright above a cation. The smallest useful cluster is the $3\times3$ patch around that cation. Each adsorption energy is a difference of three total energies,

$$E=E(\text{surface+molecule})-E(\text{surface})-E(\text{molecule}),$$

at one fixed geometry. With the patch surrounded by the point charges described below, the two levels give

$$E_L^{\rm cl}=-0.34426,\qquad E_H^{\rm cl}=-0.33913\ \text{eV},$$

so $D^{\rm cl}=+0.00513$ eV: the high level weakens the binding. The periodic low-level energy is $-0.33134$ eV, hence

$$E_{\rm hyb}=-0.33134+0.00513=-0.32621\ \text{eV}.$$

In this model the periodic high-level energy can also be computed. It is $-0.32808$ eV, so the hybrid error is $+0.00187$ eV. The high-level cluster used alone errs by $-0.01105$ eV. The difference is the low-level cluster error, $-0.34426+0.33134=-0.01292$ eV, which the subtraction removes. The remaining error is still 57% of the periodic correction, $0.00326$ eV. A small absolute error does not mean that the correction has converged.

## The two levels

Each site $i$ carries one orbital, a core charge of one and $n_i$ electrons. In atomic units the Coulomb interaction is $V(r)=(r^2+U^{-2})^{-1/2}$, so that $V(0)=U$. For a closed-shell determinant with density matrix $P$ and $n_i=P_{ii}$, exchange acts between equal spins, each with density matrix $P/2$. The two spins together remove $2(P_{ij}/2)^2=P_{ij}^2/2$ from the product $n_in_j$:

$$E_{\rm HF}=\sum_{ij}h_{ij}P_{ij}+\tfrac12\sum_{ij}V_{ij}\left(n_in_j-\tfrac12P_{ij}^2\right)+E_{\rm core}.$$

Here $h$ holds the site energies, the hopping and the attraction to the other cores. Differentiating with respect to $P_{ij}$ gives the Hartree-Fock (HF) matrix

$$F_{ij}=h_{ij}+\delta_{ij}\sum_kV_{ik}n_k-\tfrac12V_{ij}P_{ij}.$$

HF is the low level. The high level adds second-order perturbation theory (MP2). Single excitations do not couple to the HF state at this order, because $F$ has no occupied-empty elements. For doubles, write $g=(ia|jb)$ and $g'=(ib|ja)$, with $i,j$ occupied, $a,b$ empty and

$$(ia|jb)=\sum_{pq}C_{pi}C_{pa}V_{pq}C_{qj}C_{qb}.$$

The spin-orbital sum is $\frac14\sum(g-g')^2/\Delta$, each term carrying its spin restrictions. The two squares contribute equally and each allows four spin choices, giving $2g^2$. The cross term requires all spins equal, which allows two choices, giving $-gg'$. Therefore

$$E_2=\sum_{ijab}\frac{g(2g-g')}{\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b}.$$

The parameters are round. The layer has spacing $a=2.1$ Å, site energies $\pm3$ eV (cation high), nearest-neighbour hopping $0.8$ eV and $U=10$ eV. The molecule has two sites $d=1.5$ Å apart, the upper one $3$ eV higher, joined by hopping $t=3$ eV. Hopping is understood as a matrix element $-t$. At height $h$ in Å, the lower site couples to the cation with hopping $2.0\,e^{-(h-2.1)/1.0}$ eV. A repulsion $0.30\,e^{-(h-2.1)/0.25}$ eV is common to both levels and cancels from $D$. Cluster comparisons hold $h=2.1$ Å.

The periodic reference is a $12\times12$ supercell in which each pair of sites interacts through its nearest image. A single molecule therefore does not interact with its own copies. From $10\times10$ to $12\times12$ the HF energy moves by $0.0001$ eV, and at $16\times16$ it moves by a further $0.00005$ eV, to $-0.33129$ eV, so its last digit is not converged. The correction stays at $0.00326$ eV throughout.

## Three ways to end the cluster

The $3\times3$ patch has five cations and four anions. With two electrons on each anion there are eight electrons and nine core charges, so the bare patch has charge $+1$. Every odd patch centred on a cation has the same excess.

The excess can be neutralized by placing fractional charges on the next ring of sites. Formal ionic charges $\pm1$ are weighted by $1/2$ on edges and $1/4$ at corners. Around the $3\times3$ patch, the four corners are cations and contribute $4\times\frac14=+1$. Each edge has two anions and one cation, contributing $\frac12(1-2)=-\frac12$; four edges give $-2$. The ring total is $-1$, as required.

The third choice is an even patch. It is neutral without added charges, but the molecule then sits off centre. Solving HF by iteration and evaluating the MP2 sum gives, in eV:

| Cluster | $D^{\rm cl}$ | Hybrid error | High cluster alone |
|---|---:|---:|---:|
| charged 3×3 | 0.00820 | +0.00494 | −0.15502 |
| charged 5×5 | 0.00455 | +0.00130 | −0.05663 |
| charged 7×7 | 0.00378 | +0.00053 | −0.02345 |
| charged 9×9 | 0.00351 | +0.00026 | −0.01179 |
| neutral 4×4 | 0.00412 | +0.00086 | −0.00399 |
| neutral 6×6 | 0.00339 | +0.00013 | −0.00281 |
| neutral 8×8 | 0.00330 | +0.00004 | −0.00066 |
| bordered 3×3 | 0.00513 | +0.00187 | −0.01105 |
| bordered 5×5 | 0.00354 | +0.00029 | −0.00549 |
| bordered 7×7 | 0.00332 | +0.00007 | −0.00156 |
| bordered 9×9 | 0.00328 | +0.00002 | −0.00059 |

All three sequences approach $0.00326$ eV. Relative to that value, the largest charged patch is still 8% off and the largest bordered patch less than 1%. Subtraction reduces the damage done by a poor termination but does not remove it.

## Why a net charge leaves a slow error

Put a charge $Q$ in the surface plane at distance $R$ from the adsorption site. For an electron at height $z$ and lateral distance $\rho$, with angle $\phi$ between the two lateral directions,

$$\frac1{|\mathbf r-\mathbf R|}=\frac1R+\frac{\rho\cos\phi}{R^2}+\frac{3\rho^2\cos^2\phi-\rho^2-z^2}{2R^3}+\cdots.$$

Now divide $Q$ equally among four perpendicular directions. The average of $\cos\phi$ vanishes and that of $\cos^2\phi$ is $1/2$. The electron's potential energy, $-Q$ times this expansion, becomes

$$-\frac QR+\frac{Q}{2R^3}\left(z^2-\frac{\rho^2}{2}\right)+\cdots.$$

The constant multiplies the total electron number minus core charge. That number is the same at both levels, so the constant drops out of $D$. If $\Theta$ is the derivative of $D$ with respect to the strength $k$ of a perturbation $k(z^2-\rho^2/2)$, then to first order

$$\delta D=\frac{Q\Theta}{2R^3}.$$

A finite difference on the bordered $5\times5$ patch gives $\Theta=0.1017$ Å$^2$. In eV and Å the right side is multiplied by $14.40$ eV Å. For $Q=1$ and $R=30$ Å,

$$\delta D=\frac{14.40\times0.1017}{2\times30^3}=2.71\times10^{-5}\ \text{eV}.$$

Adding the four charges explicitly changes $D$ by $2.66\times10^{-5}$ eV. At $60$ Å the formula and the explicit result are $3.39\times10^{-6}$ and $3.38\times10^{-6}$ eV.

The border charges of a real cluster are much closer. Summing $-q_b\Theta/(2R_b^3)$ over the ring predicts how far the charged patch lies above the bordered one. For $7\times7$ this gives $0.00060$ eV against a computed $0.00046$ eV; for $9\times9$, $0.00029$ against $0.00024$ eV. The far-field term has the right sign and size, but overestimates by 30% and 22%. It explains the slow charged sequence without being accurate enough to correct it.

## The dispersion that a finite cluster omits

A neutral cluster still lacks correlation between the molecule and distant sites. The smallest case that shows this is a pair of parallel, nonpolar two-site molecules side by side at distance $r$. Set the two site energies equal. The occupied and empty orbitals are then $(1,1)/\sqrt2$ and $(1,-1)/\sqrt2$, every site has $n_i=1$, and HF gives no interaction between the separated molecules.

Within one molecule $P_{12}=1$, so $F_{12}=-t-V(d)/2$ and the orbital gap is $G=2t+V(d)$. The product of the two orbitals places transition charges $\pm\frac12$ on the sites. Two such distributions interact through

$$X=\tfrac14\left[2V(r)-2V\!\left(\sqrt{r^2+d^2}\right)\right]\simeq\frac{d^2}{4r^3}=\frac{m^2}{r^3},\qquad m=\frac d2.$$

In the MP2 sum, $i$ and $j$ lie on different molecules in two ways. Each contributes $2X^2/(-2G)$, and the exchange integral vanishes because the orbitals do not overlap. Hence

$$E_{\rm disp}=-\frac{2X^2}{G}=-\frac{2m^4}{Gr^6}.$$

In eV and Å the right side is multiplied by $14.40^2$, and $G=12.93$ eV. At $r=25.2$ Å this gives $-3.96\times10^{-8}$ eV; the full MP2 energy difference is $-3.90\times10^{-8}$ eV.

If the attraction to each omitted site is $-C/r^6$, and sites have area $a^2$, the energy missing outside radius $R$ is approximately

$$-\frac C{a^2}\int_R^\infty\frac{2\pi r\,dr}{r^6}=-\frac{\pi C}{2a^2R^4}.$$

This pairwise estimate is for a single layer of sites that can be polarized vertically, as real ions can. In a thick solid, the energy missing outside a hemisphere of radius $R$ falls only as $R^{-3}$. The flat model layer is a special case: its transition dipoles lie in the plane, while that of the upright molecule is vertical. At height difference $z$ their leading coupling varies as $z/r^4$ instead of $1/r^3$. The direct attraction then falls as $r^{-8}$, and the energy missing outside $R$ as $R^{-6}$. Omitting attraction makes the hybrid error positive, which is the sign found for the neutral and bordered patches. Whether dispersion dominates those errors is a conjecture, since remaining electrostatic terms were not separated out.

## Coverage changes the correction

At finite coverage the periodic low level contains the lateral interactions of HF, but a one-molecule cluster supplies no correction to them. Let $p=\sum_i z_i(n_i-1)$ be the electron-number dipole of an upright molecule. Expanding the interaction of two side-by-side molecules in their heights gives

$$\frac1{\sqrt{r^2+(z-z')^2}}\simeq\frac1r-\frac{z^2+z'^2}{2r^3}+\frac{zz'}{r^3}.$$

For neutral molecules only the last term survives at this order. Each molecule thus feels a potential energy $fz$ per electron, with $f=p_L/r^3$ set by the HF dipole of the other. If $\delta p=dE_2/df$ is the correlation change of the dipole, each MP2 energy shifts by $f\,\delta p$, and together

$$\delta D_{\rm pair}=\frac{2p_L\,\delta p}{r^3}.$$

The free molecule has $p_L=-0.478$ Å and $\delta p=+0.01695$ Å. MP2 reduces the dipole and therefore the lateral repulsion. At $25.2$ Å the formula, multiplied by $14.40$ eV Å, gives $-1.46\times10^{-5}$ eV and a direct calculation $-1.45\times10^{-5}$ eV.

Now place nine molecules on the $12\times12$ supercell, one per eight cations. The HF energy per molecule rises from $-0.33134$ to $-0.30109$ eV, and the correction falls from $0.00326$ to $0.00166$ eV. The dilute correction is therefore about twice too large for this supercell, however big the one-molecule cluster.

Pair clusters supply the missing part. If $\bar D_2$ is the correction per molecule for a pair and $D_1$ that for one molecule at the same site, the pair excess is $\delta_2=2(\bar D_2-D_1)$. Each molecule has four neighbours at $4a$ and four at $4\sqrt2a$ in this supercell. Every pair is shared by two molecules, so the correction per molecule is

$$\tfrac12\left[4\delta_2(4a)+4\delta_2(4\sqrt2a)\right].$$

Bordered $9\times9$ patches give $-0.00164$ eV, against $-0.00160$ eV from the periodic calculations. An infinite array has further neighbours, which the nearest-image supercell leaves out, and they matter. In units of $(4a)^{-3}$ the sum of $1/r^3$ over the eight neighbours is $5.41$, but over an infinite square array it is $9.03$. With more neighbours the correction at this coverage is smaller still and the HF energy is higher: a $20\times20$ supercell with 25 molecules, where the sum is $6.81$, gives $0.00126$ and $-0.29341$ eV, and neither value has converged. The sum over pairs needs an $r^{-3}$ tail, fitted at large distances.

## Geometry

The same subtraction applies at every height. At the low-level minimum $E_L'=0$, so a small correction moves the minimum by

$$\delta h\simeq-\frac{D'}{E_L''}.$$

The geometry thus depends on the slope of $D$, which must converge separately from its value. Nine heights from $1.5$ to $3.5$ Å were computed with an $8\times8$ supercell and a bordered $5\times5$ patch, and the electronic energies were interpolated by cubic splines. The minimum lies at $2.064$ Å for HF, $2.067$ Å for periodic MP2 and $2.067$ Å for the hybrid. Here the correction hardly alters the geometry.

## The general procedure

For a molecule with neighbours at distances $r_j$, the estimate per molecule is

$$E_{\rm hyb}(h,\text{coverage})=E_L^{\rm per}(h,\text{coverage})+D_1^{\rm cl}(h)+\tfrac12\sum_j\delta_2^{\rm cl}(r_j).$$

1. Converge the periodic low-level energy at the chosen coverage.
2. Compute both levels on the same cluster, with the same geometry, termination, charge and electronic state. With atom-centred bases, treat basis-set superposition consistently at both levels; the orthogonal sites used here do not probe that error.
3. Enlarge the cluster and change its termination. Accept $D_1$ when the spread is below the energy tolerance.
4. Add pair terms when coverage is finite, and repeat the comparison at the final geometry.

With a tolerance of $0.001$ eV, the charged and bordered $5\times5$ patches differ by $0.00101$ eV and narrowly fail. The charged $7\times7$, neutral $6\times6$ and bordered $7\times7$ values span $0.00046$ eV and pass.

Agreement is necessary but not sufficient, because all clusters may share an omission. The results also do not carry over to metals, or to a cut that changes the electronic state between sizes or levels.

## What the numbers mean for a precursor on an oxide

The spacing, $0.21$ nm, is roughly that of a wide-gap ionic oxide, and $450$ K is a plausible temperature for atomic layer deposition. One molecule per eight cations is about $1.4\times10^{14}$ cm$^{-2}$. The binding of $0.33$ eV represents weak molecular adsorption, not the reaction of a precursor with surface hydroxyl groups, which the model lacks. The HF gap of $12$ eV should not be compared directly with a measured gap, because HF generally overestimates gaps.

At $450$ K, $kT=0.0388$ eV. The bordered $3\times3$ hybrid error changes a Boltzmann factor by 5%, and the $9\times9$ error by 0.05%. The neglected correlation is larger. Full configuration interaction, which diagonalizes the same Hamiltonian in its complete electron space, adds $+0.012$ eV beyond MP2 on the bordered $3\times3$ patch. On the charged $3\times3$ patch it adds $+0.018$ eV, so only its rough size is established. This exceeds the MP2 correction itself, so MP2 is a consistent reference for testing embedding but not an accurate high level here. Replacing the bordered $5\times5$ layer by a neutral two-layer patch changes the HF energy by $+0.037$ eV and the correction by $-0.0015$ eV. These changes cannot be assigned wholly to the second layer, because the termination changes too: removing the border from the single $5\times5$ layer alone shifts the HF energy by $-0.052$ eV. In a periodic $8\times8$ cell, which has no termination, the second layer changes the HF energy by about $+0.015$ eV and the correction by $-0.0012$ eV, roughly a third of its value. For this example, a better high level and a thicker slab each matter more than extending the cluster from $7\times7$ to $9\times9$.
